# Is the self-consistent RPA energy an upper bound?: verification in Python

```python
"""
Result under test: self-consistent direct RPA minimizes an approximate
functional of a local potential v, E_RPA[v] = <Phi[v]|H|Phi[v]> + E_c[v].
Its energy is not an upper bound: for helium it lies below the exact energy.

Units: Rydberg atomic units (kinetic operator -Laplacian, e^2 = 2), bohr.
omega: excitation energies from 1s; K: Coulomb elements (1s n|1s m);
electrons: occupation of 1s (1 for hydrogen, 2 for helium); l: angular channel.
The exact helium energy is bracketed by a correlated trial function (above)
and by Temple's inequality (below), for a fixed nucleus without relativity.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import roots_jacobi, eval_legendre

RY_IN_EV = physical_constants["Rydberg constant times hc in eV"][0]
E2 = 2.0
TOP_L = 12
OPT_L = 6

# Imaginary-frequency quadrature on the half line.
_x, _w = np.polynomial.legendre.leggauss(24)
FREQ = 3.0 * (1 + _x) / (1 - _x)
FREQ_W = 6.0 * _w / (1 - _x) ** 2


class RadialGrid:
    """Legendre-Lobatto collocation with a rational map to 0 < r < radius."""

    def __init__(self, order, radius, scale=1.5):
        x, _ = roots_jacobi(order - 1, 1, 1)
        legendre = eval_legendre(order, x)
        a = 2 * scale / radius
        self.r = scale * (1 + x) / (1 - x + a)
        slope = scale * (2 + a) / (1 - x + a) ** 2
        weight = 2 / (order * (order + 1) * legendre ** 2) * slope
        self.root_w = np.sqrt(weight)
        sign = np.sign(legendre)
        gap = x[:, None] - x[None, :]
        np.fill_diagonal(gap, 1.0)
        second = 2 * np.outer(sign, sign) / gap ** 2
        np.fill_diagonal(second, order * (order + 1) / (3 * (1 - x ** 2)))
        self.kinetic = second / np.outer(slope, slope)
        self.green = []
        for l in range(TOP_L + 1):
            operator = self.kinetic + np.diag(l * (l + 1) / self.r ** 2)
            edge = self.root_w * (self.r / radius) ** (l + 1)
            free = np.linalg.inv(operator)
            free = free + np.outer(edge, edge) * radius / (2 * l + 1)
            self.green.append(0.5 * (free + free.T))

    def states(self, potential, l):
        centrifugal = l * (l + 1) / self.r ** 2
        return np.linalg.eigh(self.kinetic + np.diag(potential + centrifugal))

    def one_electron_coulomb(self, orbital):
        source = orbital ** 2 / (self.r * self.root_w)
        return E2 * (self.green[0] @ source) / (self.r * self.root_w)

    def helium_hartree_fock(self):
        orbital = self.states(-4 / self.r, 0)[1][:, 0]
        for _ in range(60):
            field = self.one_electron_coulomb(orbital)
            orbital = self.states(-4 / self.r + field, 0)[1][:, 0]
        self.hartree = 2 * self.one_electron_coulomb(orbital)
        return determinant_energy(self, orbital, 2, 2)


def determinant_energy(grid, orbital, electrons, charge):
    one_body = orbital @ grid.kinetic @ orbital
    one_body -= E2 * charge * np.sum(orbital ** 2 / grid.r)
    repulsion = np.sum(orbital ** 2 * grid.one_electron_coulomb(orbital))
    return electrons * one_body + (electrons - 1) * repulsion


def excitations(grid, potential, l, orbital, level):
    energies, vectors = grid.states(potential, l)
    if l == 0:
        energies, vectors = energies[1:], vectors[:, 1:]
    pairs = vectors * (orbital / (grid.root_w * grid.r))[:, None]
    return energies - level, E2 * pairs.T @ grid.green[l] @ pairs


def frequency_correlation(omega, K, electrons):
    root = np.sqrt(2 * omega / (omega ** 2 + FREQ[:, None] ** 2))
    X = electrons * root[:, :, None] * K * root[:, None, :]
    logdet = np.linalg.slogdet(np.eye(len(omega)) + X)[1]
    trace = np.trace(X, axis1=1, axis2=2)
    return np.sum(FREQ_W * (logdet - trace)) / (2 * np.pi)


def plasmon_correlation(omega, K, electrons):
    root = np.sqrt(omega)
    squared = np.diag(omega ** 2) + 2 * electrons * np.outer(root, root) * K
    modes = np.sqrt(np.linalg.eigvalsh(squared))
    return 0.5 * (modes.sum() - omega.sum() - electrons * np.trace(K))


def rpa_parts(grid, potential, electrons, charge, top_l):
    energies, vectors = grid.states(potential, 0)
    orbital, level = vectors[:, 0], energies[0]
    determinant = determinant_energy(grid, orbital, electrons, charge)
    channels = []
    for l in range(top_l + 1):
        omega, K = excitations(grid, potential, l, orbital, level)
        channels.append((2 * l + 1) * frequency_correlation(omega, K, electrons))
    return determinant, np.array(channels), level


def trial_potential(grid, coefficients):
    r = grid.r
    shapes = [np.exp(-0.7 * r), np.exp(-1.5 * r), np.exp(-3.5 * r),
              np.exp(-8.0 * r), r ** 2 * np.exp(-2.0 * r)]
    change = sum(c * shape for c, shape in zip(coefficients, shapes))
    return -4 / r + 0.5 * grid.hartree + change


def helium_rpa(coefficients, grid):
    parts = rpa_parts(grid, trial_potential(grid, coefficients), 2, 2, OPT_L)
    return parts[0] + parts[1].sum()


def central_gradient(coefficients, grid, step=0.02):
    moves = step * np.eye(len(coefficients))
    return np.array([(helium_rpa(coefficients + m, grid)
                      - helium_rpa(coefficients - m, grid)) / (2 * step)
                     for m in moves])


def correlated_helium(points, alpha=1.8, max_power=4):
    """Trial energy and variance with explicit interelectronic distance."""
    x, wx = np.polynomial.laguerre.laggauss(24)
    y, wy = np.polynomial.legendre.leggauss(points)
    y, wy = (y + 1) / 2, wy / 2
    s, p, q = np.meshgrid(x / (2 * alpha), y, y, indexing="ij")
    weight = wx[:, None, None] * wy[None, :, None] * wy[None, None, :]
    s, p, q, weight = (array.ravel() for array in (s, p, q, weight))
    u = s * p
    r1, r2 = (s + u * q) / 2, (s - u * q) / 2
    weight = weight * r1 * r2 * u * u * s

    def function_and_hamiltonian(i, j, k):
        f = r1 ** i * r2 ** j * u ** k
        laplace = 2 * (k * (k - 1) + 2 * k) / u ** 2
        for a, b, n in ((r1, r2, i), (r2, r1, j)):
            first = n / a - alpha
            second = n * (n - 1) / a ** 2 - 2 * alpha * n / a + alpha ** 2
            mixed = (a ** 2 + u ** 2 - b ** 2) / (a * u) * first * k / u
            laplace = laplace + second + 2 * first / a + mixed
        return f, (-laplace - 4 / r1 - 4 / r2 + 2 / u) * f

    functions, images = [], []
    for i in range(max_power + 1):
        for j in range(i + 1):
            for k in range(max_power + 1 - i - j):
                f, hf = function_and_hamiltonian(i, j, k)
                g, hg = function_and_hamiltonian(j, i, k)
                norm = np.sqrt(np.sum(weight * (f + g) ** 2))
                functions.append((f + g) / norm)
                images.append((hf + hg) / norm)
    F, HF = np.array(functions), np.array(images)
    overlap = (F * weight) @ F.T
    hamiltonian = (F * weight) @ HF.T
    asymmetry = np.max(np.abs(hamiltonian - hamiltonian.T))
    values, vectors = eigh((hamiltonian + hamiltonian.T) / 2, overlap)
    c = vectors[:, 0]
    psi, h_psi = c @ F, c @ HF
    variance = np.sum(weight * (h_psi - values[0] * psi) ** 2)
    variance /= np.sum(weight * psi ** 2)
    return values[0], variance, asymmetry, len(F)


# Two-sided bracket of the exact helium energy.
upper, variance_coarse, asymmetry, trial_size = correlated_helium(24)
upper_fine, variance, _, _ = correlated_helium(40)
assert asymmetry < 1e-7
assert abs(upper - upper_fine) < 1e-7
assert abs(variance - variance_coarse) < 0.05 * variance
second_level_bound = -4.0 / 1 ** 2 - 4.0 / 2 ** 2
assert upper_fine < second_level_bound
lower = upper_fine - variance / (second_level_bound - upper_fine)

# Radial method: hydrogenic levels and a Coulomb element from its definition.
grid = RadialGrid(40, 25.0)
fine = RadialGrid(56, 30.0)
levels, vectors = grid.states(-4 / grid.r, 0)
assert abs(levels[0] + 4) < 1e-7
_, K_test = excitations(grid, -4 / grid.r, 1, vectors[:, 0], levels[0])


def pair_density(r):
    s_orbital = 2 * 2 ** 1.5 * r * np.exp(-2 * r)
    p_orbital = 2 ** 2.5 / (2 * np.sqrt(6)) * r ** 2 * np.exp(-r)
    return s_orbital * p_orbital


inner_outer, _ = dblquad(
    lambda inside, outside: pair_density(inside) * inside
    * pair_density(outside) / outside ** 2, 0, 20, 0, lambda outside: outside)
K_definition = E2 * 2 * inner_outer / 3
assert abs(K_test[0, 0] - K_definition) < 1e-6

# Hydrogen: determinant energy exact, ring correlation wholly spurious.
h_det, h_channels, _ = rpa_parts(fine, -2 / fine.r, 1, 1, TOP_L)
assert abs(h_det + 1) < 1e-7
assert np.all(h_channels < 0)

# Helium with three fixed potentials: -4/r + fraction * Hartree potential.
hf_energy = grid.helium_hartree_fock()
hf_fine = fine.helium_hartree_fock()
assert abs(hf_energy - hf_fine) < 1e-6
scan = []
for fraction in (0.0, 0.5, 1.0):
    v = -4 / fine.r + fraction * fine.hartree
    det, channels, _ = rpa_parts(fine, v, 2, 2, TOP_L)
    assert det > upper_fine
    scan.append((fraction, det, channels.sum(), det + channels.sum()))

# Minimization over local potentials, then an enlarged family.
small = minimize(helium_rpa, np.zeros(3), args=(grid,), jac=central_gradient,
                 method="BFGS", options={"gtol": 1e-5, "maxiter": 40})
gradient = np.max(np.abs(central_gradient(small.x, grid)))
assert gradient < 1e-4
step = 0.02
hessian = np.array([(central_gradient(small.x + m, grid)
                     - central_gradient(small.x - m, grid)) / (2 * step)
                    for m in step * np.eye(3)])
curvatures = np.linalg.eigvalsh((hessian + hessian.T) / 2)
assert curvatures[0] > 0
large = minimize(helium_rpa, np.append(small.x, [0.0, 0.0]), args=(grid,),
                 jac=central_gradient, method="BFGS",
                 options={"gtol": 1e-5, "maxiter": 25})
family_gain = small.fun - large.fun
assert -1e-8 < family_gain < 1e-3
grid_change = helium_rpa(large.x, fine) - large.fun
assert abs(grid_change) < 1e-4

v_min = trial_potential(fine, large.x)
det_min, channels_min, level_min = rpa_parts(fine, v_min, 2, 2, TOP_L)
ec_min = channels_min.sum()
rpa_min = det_min + ec_min
assert np.all(channels_min < 0)
assert det_min > upper_fine
assert all(rpa_min < row[3] for row in scan)
assert rpa_min < lower

# High-l contributions predicted from l = 6, then the unseen tail.
l_high = np.arange(OPT_L + 1, TOP_L + 1)
predicted = channels_min[OPT_L] * np.sum(((OPT_L + 0.5) / (l_high + 0.5)) ** 4)
explicit = channels_min[OPT_L + 1:].sum()
assert abs(predicted / explicit - 1) < 0.2
l_tail = np.arange(TOP_L + 1, 5000)
tail = channels_min[TOP_L] * np.sum(((TOP_L + 0.5) / (l_tail + 0.5)) ** 4)

# Two forms of E_c and its spin-resolved amplitudes in the l = 1 channel.
energies, vectors = fine.states(v_min, 0)
omega, K = excitations(fine, v_min, 1, vectors[:, 0], energies[0])
keep = omega < 300
omega, K = omega[keep], K[np.ix_(keep, keep)]
ec_frequency = frequency_correlation(omega, K, 2)
ec_plasmon = plasmon_correlation(omega, K, 2)
assert abs(ec_frequency - ec_plasmon) < 1e-5
n = len(omega)
spin_omega = np.tile(omega, 2)
V = np.kron(np.ones((2, 2)), K)
root = np.sqrt(spin_omega)
squares, Z = np.linalg.eigh(np.diag(spin_omega ** 2) + 2 * np.outer(root, root) * V)
modes = np.sqrt(squares)
plus = root[:, None] * Z / np.sqrt(modes)
minus = Z * np.sqrt(modes) / root[:, None]
T = (plus - minus) @ np.linalg.inv(plus + minus)
contributions = 0.5 * V * T.T
ec_amplitude = contributions.sum()
parallel = contributions[:n, :n].sum() + contributions[n:, n:].sum()
parallel_fraction = parallel / ec_amplitude
assert abs(ec_amplitude - ec_plasmon) < 1e-6
assert abs(parallel_fraction - 0.5) < 1e-5
without_self = det_min + 0.5 * ec_min
assert abs(without_self - upper_fine) < 0.02

print("EXACT HELIUM ENERGY, BRACKETED")
print(f"trial functions: {trial_size}")
print(f"upper bound: {upper_fine:.6f} Ry")
print(f"variance: {variance:.6f} Ry^2")
print(f"lower bound on second level: {second_level_bound:.3f} Ry")
print(f"Temple lower bound: {lower:.6f} Ry")
print("HYDROGEN, v = -2/r")
print(f"determinant energy: {h_det:.6f} Ry")
print(f"RPA correlation, l <= {TOP_L}: {h_channels.sum():.6f} Ry")
print(f"RPA total: {h_det + h_channels.sum():.6f} Ry")
print("HELIUM, FIXED POTENTIALS -4/r + fraction*v_H")
print("fraction, <H>, E_c, E_RPA (last three in Ry)")
for fraction, det, ec, total in scan:
    print(f"{fraction:.1f}  {det:.6f}  {ec:.6f}  {total:.6f}")
print(f"Hartree-Fock energy: {hf_fine:.6f} Ry")
print("HELIUM, SELF-CONSISTENT RPA")
print(f"largest gradient, 3 shapes: {gradient:.1e} Ry per Ry")
print(f"smallest curvature, 3 shapes: {curvatures[0]:.2e} Ry per Ry^2")
print(f"largest curvature, 3 shapes: {curvatures[-1]:.2e} Ry per Ry^2")
print(f"energy gain from 3 to 5 shapes: {family_gain:.2e} Ry")
print(f"change on finer grid: {grid_change:.1e} Ry")
print(f"1s level: {level_min:.5f} Ry")
print(f"<H> at minimum: {det_min:.6f} Ry")
print(f"E_c at minimum, l <= {TOP_L}: {ec_min:.6f} Ry")
print(f"E_RPA at minimum, l <= {TOP_L}: {rpa_min:.6f} Ry")
print(f"E_RPA at minimum: {rpa_min * RY_IN_EV:.3f} eV")
for l in (0, 1, 2, 3, 6, 12):
    print(f"E_c channel l = {l}: {channels_min[l]:.6f} Ry")
print(f"l = 7 to 12, explicit: {explicit:.6f} Ry")
print(f"l = 7 to 12, predicted from l = 6: {predicted:.6f} Ry")
print(f"estimated tail l > {TOP_L}: {tail:.6f} Ry")
print(f"E_RPA with estimated tail: {rpa_min + tail:.5f} Ry")
print("SIZE AND ORIGIN OF THE VIOLATION")
print(f"Temple bound minus E_RPA: {lower - rpa_min:.5f} Ry")
print(f"Temple bound minus E_RPA: {(lower - rpa_min) * RY_IN_EV:.3f} eV")
print(f"trial upper bound minus E_RPA: {upper_fine - rpa_min:.5f} Ry")
print(f"parallel-spin fraction of E_c, l = 1: {parallel_fraction:.6f}")
print(f"<H> + E_c/2 at minimum: {without_self:.6f} Ry")
print(f"its offset from trial energy: {without_self - upper_fine:.6f} Ry")
print("tests ok")
```

Running it gives:

```
EXACT HELIUM ENERGY, BRACKETED
trial functions: 22
upper bound: -5.807402 Ry
variance: 0.006495 Ry^2
lower bound on second level: -5.000 Ry
Temple lower bound: -5.815447 Ry
HYDROGEN, v = -2/r
determinant energy: -1.000000 Ry
RPA correlation, l <= 12: -0.041634 Ry
RPA total: -1.041634 Ry
HELIUM, FIXED POTENTIALS -4/r + fraction*v_H
fraction, <H>, E_c, E_RPA (last three in Ry)
0.0  -5.500000  -0.166538  -5.666538
0.5  -5.723360  -0.166889  -5.890249
1.0  -3.976812  -0.187749  -4.164562
Hartree-Fock energy: -5.723360 Ry
HELIUM, SELF-CONSISTENT RPA
largest gradient, 3 shapes: 1.3e-06 Ry per Ry
smallest curvature, 3 shapes: 4.52e-05 Ry per Ry^2
largest curvature, 3 shapes: 1.45e-01 Ry per Ry^2
energy gain from 3 to 5 shapes: 0.00e+00 Ry
change on finer grid: -1.4e-06 Ry
1s level: -1.81079 Ry
<H> at minimum: -5.723108 Ry
E_c at minimum, l <= 12: -0.167376 Ry
E_RPA at minimum, l <= 12: -5.890484 Ry
E_RPA at minimum: -80.144 eV
E_c channel l = 0: -0.059524 Ry
E_c channel l = 1: -0.086491 Ry
E_c channel l = 2: -0.014257 Ry
E_c channel l = 3: -0.004008 Ry
E_c channel l = 6: -0.000359 Ry
E_c channel l = 12: -0.000027 Ry
l = 7 to 12, explicit: -0.000526 Ry
l = 7 to 12, predicted from l = 6: -0.000519 Ry
estimated tail l > 12: -0.000100 Ry
E_RPA with estimated tail: -5.89058 Ry
SIZE AND ORIGIN OF THE VIOLATION
Temple bound minus E_RPA: 0.07504 Ry
Temple bound minus E_RPA: 1.021 eV
trial upper bound minus E_RPA: 0.08308 Ry
parallel-spin fraction of E_c, l = 1: 0.500000
<H> + E_c/2 at minimum: -5.806796 Ry
its offset from trial energy: 0.000606 Ry
tests ok
```
